# Geodesics and parallel transport on the Grassmann manifold of occupied subspaces, part 2

We seek energy minima over subspaces spanned by $p$ occupied orbitals in $n$ real basis functions with overlap matrix $S$. The energy is assumed to obey $E(CQ)=E(C)$ for every orthogonal $p\times p$ matrix $Q$, so the search space is the Grassmann manifold of projectors $P=CC^T$, not the Stiefel manifold of orthonormal frames $C$. In the Löwdin basis,

$$C=S^{1/2}C_{\rm AO},\qquad F=S^{-1/2}F_{\rm AO}S^{-1/2},\qquad C^TC=I.\tag{1}$$

Put $\bar P=I-P$, $\langle A,B\rangle=\operatorname{tr}A^TB$, and let $\|A\|$ be the Frobenius norm. An $n\times p$ matrix $G$ is horizontal at $C$ if $C^TG=0$; it represents the tangent matrix $X=GC^T+CG^T$, with metric

$$\tfrac12\operatorname{tr}(X_1X_2)=\operatorname{tr}G_1^TG_2=\langle G_1,G_2\rangle.\tag{6}$$

A geodesic makes the action stationary at fixed ends:

$$A=\tfrac14\int_0^T\operatorname{tr}\dot P^2\,dt=\tfrac12\int_0^T\|\dot C\|^2dt\tag{8}$$

Here $C(t)$ is a horizontal frame, $C(t)^T\dot C=0$. Along it,

$$\bar P\dot XC=\bar P\dot G,\tag{9}$$

which vanishes exactly when $X$ is parallel. For a geodesic, $G=\dot C$ and

$$\ddot C=-C\,\dot C^T\dot C.\tag{11}$$

Let the horizontal starting velocity be $H=U\Sigma V^T$ (thin singular value decomposition, $\Sigma=\operatorname{diag}(\sigma_i)$), with $c_t=\cos\Sigma t$ and $s_t=\sin\Sigma t$. With $C$ the starting point, the geodesic, its velocity and the transport of $G$ are

$$C(t)=CV\cos(\Sigma t)V^T+U\sin(\Sigma t)V^T,\tag{2}$$

$$\dot C(t)=\big[-CV\sin(\Sigma t)+U\cos(\Sigma t)\big]\Sigma V^T,\tag{3}$$

$$\tau_tG=G-\big[CV\sin(\Sigma t)+U\,(I-\cos\Sigma t)\big]U^TG.\tag{4}$$

Transport preserves inner products, and $\tau_tH=\dot C(t)$. The columns of $CV$, $U$ and $C(t)V$ are $w_i$, $u_i$ and $y_i(t)=w_i\cos\sigma_it+u_i\sin\sigma_it$. With $M=C^TU$, section A.5 expands

$$C(t)^TC(t)=V\big[c_tV^TC^TCVc_t+c_tV^TMs_t+s_tM^TVc_t+s_tU^TUs_t\big]V^T,$$

whose cross terms vanish for horizontal $H$ because

$$M\Sigma=0,\qquad Ms_t=0,\qquad M(I-c_t)=0.\tag{12}$$

## A.8 Angles, length and the quarter turn

The principal angles $\theta_i\in[0,\pi/2]$ between two subspaces are defined by taking $\cos\theta_i$ as the singular values of the overlap of two orthonormal frames. From (2) and (12), $C^TC(t)=Vc_tV^T+Ms_tV^T=Vc_tV^T$, whose singular values are $|\cos\sigma_it|$. The angles are $\theta_i=\sigma_it$ as long as $\sigma_it\le\pi/2$ and fold back afterwards. The speed is $\|H\|=\|\Sigma\|$, the length is $t\|\Sigma\|$ and the action is $\tfrac12t\|\Sigma\|^2$. With $\|H\|=1$, $t$ is arc length in radians.

Past a quarter turn the geodesic is not the shortest path. Suppose $\sigma_1T>\pi/2$ and replace $\sigma_1$ by $\sigma_1'=\sigma_1-\pi/T$ in $H$. A negative value is allowed in (2), since changing the signs of $\sigma_1'$ and $u_1$ together changes neither $H$ nor $u_1\sin\sigma_1't$. At $t=T$ the first column is $w_1\cos(\sigma_1T-\pi)+u_1\sin(\sigma_1T-\pi)=-y_1(T)$, so the subspace is the same. The squared length changes by $(\sigma_1T-\pi)^2-(\sigma_1T)^2=\pi(\pi-2\sigma_1T)<0$. A line search that runs beyond $\sigma_{\max}t=\pi/2$ has exchanged an occupied orbital for a virtual one and begun to turn it back.

## A.9 Substitutes for the exact formulas and failure of the assumptions

**Projection in place of transport.** The simplest way to make an old $G$ horizontal at the new point is $\bar P(t)G$. From (2), $C(t)^TG=V(c_tV^TC^TG+s_tU^TG)=Vs_tU^TG$. The two parts $P(t)G$ and $\bar P(t)G$ are orthogonal and $\|P(t)G\|=\|C(t)^TG\|$, so

$$\|\bar P(t)G\|^2=\|G\|^2-\|\sin(\Sigma t)\,U^TG\|^2.\tag{14}$$

The loss of squared norm is of second order in $t$ and at most the fraction $\max_i\sin^2\sigma_it$ of $\|G\|^2$.

**Straight line with orthonormalization.** For $Y=C+tH$, $Y^TY=V(I+t^2\Sigma^2)V^T$, and the symmetric orthonormalization has $Y(Y^TY)^{-1/2}V$ with columns $(w_i+t\sigma_iu_i)/\sqrt{1+\sigma_i^2t^2}=w_i\cos\theta_i+u_i\sin\theta_i$, where $\theta_i=\arctan\sigma_it$. The pairs turn in the same planes as on the geodesic. The velocity of column $i$ is $\dot\theta_iz_i$ with $z_i=-w_i\sin\theta_i+u_i\cos\theta_i$, which is orthogonal to all columns, so the frame is horizontal. The acceleration is $\ddot\theta_iz_i$ minus $\dot\theta_i^2$ times the column itself, and its virtual part is $\ddot\theta_iz_i$ with $\ddot\theta_i=-2\sigma_i^3t/(1+\sigma_i^2t^2)^2\ne0$. By (9) the curve does not make $A$ stationary. The ratio $\ddot\theta_i/\dot\theta_i=-2\sigma_i^2t/(1+\sigma_i^2t^2)$ is common to all moving columns only if all nonzero $\sigma_i$ are equal; in that case the curve is the geodesic at varying speed, and otherwise the tangential acceleration is not along the velocity and the path itself differs. The angle falls short of $\sigma_it$ by $(\sigma_it)^3/3$ at leading order, so first and second derivatives of the energy at $t=0$ are the same on both curves.

**A direction that is not horizontal.** Let $C^TH=B\neq0$ and suppose all $\sigma_i>0$. Then $M\Sigma V^T=B$, so $V^TM=B'\Sigma^{-1}$ with $B'=V^TBV$. The cross terms of A.5 survive:

$$\big[V^T(C(t)^TC(t)-I)V\big]_{ij}=B'_{ij}\cos\sigma_it\,\frac{\sin\sigma_jt}{\sigma_j}+B'_{ji}\,\frac{\sin\sigma_it}{\sigma_i}\cos\sigma_jt.\tag{15}$$

If $B$ has a symmetric part, the error is $t(B'_{ij}+B'_{ji})$ at first order. If $B$ is antisymmetric, as for a tangent vector of the Stiefel manifold, the first order cancels. Expanding $\cos x=1-x^2/2$ and $\sin x=x-x^3/6$ gives $B'_{ij}t^3[-\sigma_i^2/2-\sigma_j^2/6+\sigma_i^2/6+\sigma_j^2/2]=B'_{ij}t^3(\sigma_j^2-\sigma_i^2)/3$. Orthonormality is lost unless $B'_{ij}$ connects only equal singular values, so (2) is in general not the Stiefel geodesic.

**Energies that depend on the frame.** With unequal occupations, with several shells as in restricted open-shell theory, or with orbital-by-orbital self-interaction corrections, $E(CQ)\ne E(C)$. The gradient then has in general a component along $CB$ with antisymmetric $B$. A method that follows only the horizontal part of the gradient stops where that part vanishes, and this point need not be stationary with respect to rotations among the occupied orbitals. Unrestricted Hartree–Fock keeps the invariance separately for each spin: the manifold is a product of two Grassmann manifolds, and (2) to (4) are applied to each spin with its own decomposition and a common $t$.

## A.10 Energy derivatives in restricted Hartree–Fock

With density matrix $D=2P$,

$$E=\operatorname{tr}hD+\tfrac12\operatorname{tr}DW[D]+E_{\rm nn},\qquad W[D]_{\mu\nu}=\sum_{\lambda\kappa}D_{\lambda\kappa}\big[(\mu\nu|\lambda\kappa)-\tfrac12(\mu\lambda|\nu\kappa)\big].$$

Here $h$ is the matrix of $-\hbar^2\nabla^2/2m_e-\sum_AZ_Ae^2/(4\pi\varepsilon_0|\mathbf r-\mathbf R_A|)$ in the Löwdin functions $\phi_\mu$, $E_{\rm nn}$ is the nuclear repulsion, and $(\mu\nu|\lambda\kappa)=\frac{e^2}{4\pi\varepsilon_0}\iint\phi_\mu\phi_\nu(\mathbf r)\,\phi_\lambda\phi_\kappa(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$. The permutation symmetry of these integrals gives $\operatorname{tr}AW[B]=\operatorname{tr}BW[A]$ for symmetric $A$ and $B$. The two terms from the quadratic part are therefore equal, and $\dot E=\operatorname{tr}F\dot D$ with $F=h+W[D]$.

Along the geodesic, with $C$ and $F$ taken at $t$, $\dot D=2(\dot CC^T+C\dot C^T)$. Both terms give the same trace because $F$ is symmetric, so

$$E'(t)=4\operatorname{tr}\dot C^TFC=\langle\dot C,G\rangle,\qquad G=4\bar PFC.\tag{16}$$

The projector may be inserted since $\dot C=\bar P\dot C$. The horizontal matrix $G$ is the gradient in the metric (6), and $G=0$ is the Brillouin condition that the occupied–virtual block of $F$ vanishes. The factor 4 is 2 from the occupation times 2 from the two appearances of $C$ in $P$.

Differentiating again with $\dot F=W[\dot D]$, $E''=\operatorname{tr}F\ddot D+\operatorname{tr}\dot DW[\dot D]$. With (11), $\ddot D=2(\ddot CC^T+2\dot C\dot C^T+C\ddot C^T)=4\dot C\dot C^T-4C\dot C^T\dot CC^T$, so

$$E''(t)=4\operatorname{tr}\dot C^TF\dot C-4\operatorname{tr}\big(\dot C^T\dot C\;C^TFC\big)+\operatorname{tr}\dot DW[\dot D].\tag{17}$$

At $t=0$ the first two terms are $4\sum_i\sigma_i^2\,u_i^TFu_i$ and $-4\sum_i\sigma_i^2\,w_i^TFw_i$. For a unit direction $\sum_i\sigma_i^2=1$, and their sum is four times a weighted gap between virtual and occupied expectation values of $F$. The second term comes from the curvature of the path. The third has no fixed sign. With $\delta\gamma(\mathbf r,\mathbf r')=\sum\dot D_{\mu\nu}\phi_\mu(\mathbf r)\phi_\nu(\mathbf r')$ and $\delta\rho(\mathbf r)=\delta\gamma(\mathbf r,\mathbf r)$,

$$\operatorname{tr}\dot DW[\dot D]=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{\delta\rho(\mathbf r)\,\delta\rho(\mathbf r')-\tfrac12\,\delta\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

a non-negative Coulomb self-energy minus a non-negative exchange term. In Kohn–Sham theory (16) holds with the Kohn–Sham matrix, and the last term of (17) is replaced by the corresponding second functional derivative.

## A.11 Implementation

One step of the Polak–Ribière conjugate-gradient method on the manifold starts from $C$, the gradient $G$ and an unnormalized horizontal direction $\Delta$, with $\Delta=-G$ at the start.

1. Set $H=\Delta/\|\Delta\|$ and compute $H=U\Sigma V^T$ once.
2. Find $t^*$ with $E'(t^*)=0$ from (2), (3) and (16). Each trial costs one Fock matrix.
3. Set $C_+=C(t^*)$, compute $G_+$, and transport $G$ and $\Delta$ with (4).
4. Set $\beta=\langle G_+,G_+-\tau G\rangle/\langle G,G\rangle$ and $\Delta_+=-G_++\max(\beta,0)\,\tau\Delta$.

Transport places $G$ and $\Delta$ in the same tangent space as $G_+$ and keeps their norms and their inner product; the projection of A.9 would also make them horizontal, but in general shortens them. Since $\tau\Delta=\|\Delta\|\,\dot C(t^*)$, an exact line search gives $\langle G_+,\tau\Delta\rangle=0$ by (16), and then $\langle G_+,\Delta_+\rangle=-\|G_+\|^2$, so $\Delta_+$ points downhill for any $\beta$. After a steepest-descent step $\Delta=-G$, and also $\langle G_+,\tau G\rangle=0$. Using $G$ or $\bar P_+G$ in place of $\tau G$ in $\beta$ gives one and the same value, because $G_+=\bar P_+G_+$; in the direction update an untransported $\Delta$ is not horizontal and triggers (15) unless it is projected first. Steepest descent is the same scheme with $\beta$ set to zero. The decomposition, the geodesic and the transport each cost $O(np^2)$ operations.

Rounding needs one precaution. Let $C^TC=I+e$ with small symmetric $e$, and $F_o=C^TFC$. The computed $G=4(FC-CC^TFC)$ has $C^TG=4F_o-4(I+e)F_o=-4eF_o$. A step with direction $-G$ and parameter $\alpha$ then has $B=4eF_o$ in (15), and for small rotation angles $\alpha\sigma_i$ (here $\sigma_i$ are the singular values of $G$, which go to zero near convergence) the cosines in (15) become $1$ and the quotients $\sin\sigma_j\alpha/\sigma_j$ become $\alpha$, with no restriction on the size of $\alpha F_o$. At first order in $e$ the new error is then $e+4\alpha(eF_o+F_oe)$. In the eigenbasis of $F_o$, with eigenvalues $\varepsilon_i$, the element $e_{ij}$ is multiplied by $1+4\alpha(\varepsilon_i+\varepsilon_j)$, which for negative $\varepsilon_i+\varepsilon_j$ exceeds one in magnitude when $4\alpha|\varepsilon_i+\varepsilon_j|>2$; deep core levels reach this first. A second projection cures it: for $G'=G-CC^TG$, $C^TG'=-e\,C^TG=O(e^2)$. The gradient is therefore projected twice, and $\Delta_+$ is projected once after step 4.

The formulas can be written without $U$. Since $U\Sigma=HV$, and with the limits $t$ and $t^2/2$ for the two quotients at $\sigma_i=0$,

$$C(t)=CVc_tV^T+HV\frac{s_t}{\Sigma}V^T,\qquad \tau_tG=G-\Big[CV\frac{s_t}{\Sigma}+HV\frac{I-c_t}{\Sigma^2}\Big]V^TH^TG,$$

where $U^TG$ has been replaced through $\Sigma U^TG=V^TH^TG$. Only the eigendecomposition $H^TH=V\Sigma^2V^T$ is needed. Multiplying from the left by $S^{-1/2}$ gives the atomic-orbital form: $C$, $H$ and $G$ become $C_{\rm AO}$, $H_{\rm AO}=S^{-1/2}H$ and $G_{\rm AO}=S^{-1/2}G$, every product $A^TB$ of two $n\times p$ matrices becomes $A_{\rm AO}^TSB_{\rm AO}$, and from (1) and (16) $G_{\rm AO}=4(S^{-1}F_{\rm AO}C_{\rm AO}-C_{\rm AO}C_{\rm AO}^TF_{\rm AO}C_{\rm AO})$. An ordinary decomposition of $H_{\rm AO}$ would give $U^TU=I$ where $U^TSU=I$ is needed.

## A.12 Worked example: water at RHF/6-31G

The geometry is chosen as $r_{\rm OH}=96.0$ pm and an angle of $104.5^\circ$. The 6-31G basis has $n=13$ functions, $p=5$, and the manifold has dimension $5\times8=40$. The integrals are the analytic Gaussian integrals of PySCF, transformed to the Löwdin basis. The start is the five lowest eigenvectors of $h$. Directions have unit norm, so $t$ is in rad, and energies are in aJ ($10^{-18}$ J). The line search brackets the first sign change of $E'(t)$, starting from the smaller of $0.2$ rad and $-E'(0)/E''(0)$ when $E''(0)>0$ and from $0.1$ rad otherwise, multiplying the trial by 1.5 until $E'\ge0$, and then locates the root by Brent's method. The digits below serve to follow the arithmetic within this model and are not accuracies for the real molecule: at the same geometry the Hartree–Fock energy is lower by $0.043$ hartree ($0.19$ aJ) in the cc-pVDZ basis and by $0.073$ hartree ($0.32$ aJ) in cc-pVTZ.

**Step 1.** The starting energy is $-303.5261$ aJ and $\|G\|=31.7603$ aJ/rad. With $H=-G/\|G\|$, (16) gives $E'(0)=-\|G\|=-31.7603$ aJ/rad. The singular values are

$$\Sigma=\operatorname{diag}(0.62417,\ 0.51069,\ 0.42884,\ 0.40702,\ 0.00640),$$

and their squares $0.38959+0.26080+0.18390+0.16567+0.00004$ add to 1. Four orbital pairs turn at comparable rates and one hardly moves.

The three terms of (17) are $22.3181-17.5642-6.9237=-2.1698$ aJ/rad². The curvature is negative, so $-E'/E''=-14.64$ rad is not a usable step. The terms show how this comes about. The weighted virtual expectation value of $F$ is $22.3181/4=5.580$ aJ and the weighted occupied one is $17.5642/4=+4.391$ aJ, which is positive. The weighted gap is only $1.188$ aJ, and four times it, $4.754$, is outweighed by the response term, in which exchange exceeds the Coulomb part by $6.924$.

The line minimum is at $t^*=1.04618$ rad. The rotation angles are $\sigma_it^*$, for instance $0.62417\times1.04618=0.65299$, and in full $0.65299$, $0.53427$, $0.44865$, $0.42581$, $0.00670$ rad. All are below $\pi/2$, so they are the principal angles; computing the angles from the two frames alone, as the arctangent of the singular values of $\bar PC_+$ over those of $C^TC_+$, with the largest of the first paired with the smallest of the second, gives the same five numbers. The energy is $-325.4776$ aJ, a change of $-21.9515$ aJ.

The old gradient is far from horizontal at the new point. Here $U^TG=-\|G\|\Sigma V^T$, so $\|C_+^TG\|=\|G\|\,[\sum_i\sigma_i^2\sin^2\sigma_it^*]^{1/2}$. The sines of the first four angles are $0.6076$, $0.5092$, $0.4337$, $0.4131$, the terms are $0.14381+0.06763+0.03460+0.02827=0.2743$ with a negligible fifth, and $31.7603\times\sqrt{0.2743}=16.634$ aJ/rad. By (14) the projected gradient has norm $\sqrt{1008.717-16.634^2}=27.056$ aJ/rad, which is 15% below $\|G\|$. The transported gradient keeps the norm $31.7603$ aJ/rad, and $\|C_+^T\tau G\|$ is about $10^{-14}$ aJ/rad, the level of rounding.

The new gradient has norm $43.8235$ aJ/rad, larger than the old one although the energy has fallen; a line search removes only the component along the path. The inner products are $\langle G_+,G_+\rangle=1920.499$, $\langle G_+,\tau G\rangle=0.000$ and $\langle G_+,G\rangle=21.092$ aJ²/rad². Hence

$$\beta=\frac{1920.499-0}{1008.717}=1.9039,\qquad \beta_{\rm untransported}=\frac{1920.499-21.092}{1008.717}=1.8830,$$

the second being 1.1% below the first.

**Step 2.** Now $G$ is the gradient of norm $43.8235$ aJ/rad, and $\Delta=-G+1.9039\,\tau\Delta_{\rm old}$ with $\|\tau\Delta_{\rm old}\|^2=1008.717$. The two parts are orthogonal, so $\|\Delta\|^2=1920.5+1.9039^2\times1008.717=5576.9$ and $\|\Delta\|=74.679$ aJ/rad. The slope is $-\|G\|^2/\|\Delta\|=-1920.499/74.679=-25.717$ aJ/rad. The singular values are $0.63773$, $0.48484$, $0.43339$, $0.40638$, $0.07257$.

The curvature is $24.1247+83.8881+1.9118=109.9246$ aJ/rad². The weighted virtual and occupied expectation values are now $6.031$ aJ and $-20.972$ aJ, and the gap of $27.003$ aJ dominates. The quadratic estimate $25.717/109.925=0.23395$ rad lies 4.4% above the line minimum $t^*=0.22414$ rad. The angles are $0.14294$, $0.10867$, $0.09714$, $0.09108$, $0.01627$ rad, and the energy falls by $2.9155$ aJ to $-328.3931$ aJ.

In this step $G$ is not parallel to the direction, and the general formula (4) is needed. It gives $\|\tau G\|=43.8235$ aJ/rad. The untransported gradient has $\|C_+^TG\|=6.0400$ aJ/rad, and its projection has norm $\sqrt{1920.499-6.0400^2}=43.405$ aJ/rad, 1.0% below $\|G\|$; the smaller loss reflects the smaller angles in (14). With $\langle G_+,G_+\rangle=178.093$, $\langle G_+,\tau G\rangle=292.967$ and $\langle G_+,G\rangle=290.594$ aJ²/rad²,

$$\beta=\frac{178.093-292.967}{1920.499}=-0.05981,\qquad\beta_{\rm untransported}=\frac{178.093-290.594}{1920.499}=-0.05858 .$$

The overlap $\langle G_+,\tau G\rangle$ is not zero because the line search makes $G_+$ orthogonal to $\tau\Delta$, which is no longer a multiple of $\tau G$. It exceeds $\langle G_+,G_+\rangle$, so $\beta$ is negative, the rule $\max(\beta,0)$ applies, and the third step is a steepest-descent restart.

**Convergence.** Iterating until $\|G\|<4.36\times10^{-6}$ aJ/rad takes 33 steps with conjugate gradients and 152 with steepest descent, both without preconditioning, in this molecule and from this start. The counts depend on the basis: in cc-pVDZ they are 40 and 280. Replacing the transport of $G$ and $\Delta$ by the projection of A.9 reaches the same 6-31G energy in 31 steps, so this example shows no gain in step count from exact transport; what transport secures is the preserved norms and the downhill property of A.11. With 1 hartree $=4.35974472$ aJ, the final energy is

$$E=-331.270583\ \text{aJ}=-75.983940\ \text{hartree},$$

and the self-consistent-field iteration of PySCF, which diagonalizes the Fock matrix, gives the same digits. The first step recovered $21.9515/(331.2706-303.5261)=79\%$ of the total decrease. The orbitals were never re-orthonormalized, and after the 33 steps $\|C_{\rm AO}^TSC_{\rm AO}-I\|=2\times10^{-14}$.
